# Why sodium 3s has a Cooper minimum and hydrogen has none

**Question.** The cross section for photoionizing the 3s electron of sodium falls to a deep minimum, a Cooper minimum, soon after threshold. The 3s orbital of hydrogen has the same number of radial nodes and shows no such minimum. If nodes alone are not the cause, what is?

**Answer**

## The mechanism

Atomic units are used unless another unit is given. One electron moves in a central potential $V(r)$. It leaves a bound state with radial function $u_l(r)$ for a continuum state $F_{l\pm1}(r)$ with energy $E=k^2/2$. The full radial wave functions are $u/r$ and $F/r$. Both $u$ and $F$ are real and chosen positive near $r=0$, and $F$ is normalized per unit energy. The transition amplitude contains

$$R(E)=\int_0^\infty u_l\,r\,F_{l\pm1}\,dr .$$

For an s electron the angular integral of $\cos\theta$ between $Y_{00}$ and $Y_{10}$ is $1/\sqrt3$. The dipole cross section $4\pi^2\alpha\,\omega\,|\langle f|z|i\rangle|^2a_0^2$ therefore becomes

$$\sigma=\frac{4\pi^2\alpha}{3}\,\omega R^2a_0^2,\qquad \omega=E+I,$$

with $I$ the binding energy. If $R$ changes sign, $\sigma$ vanishes at that energy.

The integrand has lobes of both signs, set by the nodes of both functions. Raising $E$ pulls the nodes of $F$ inward and changes the balance. A zero needs the balance to tip. In hydrogen it starts positive and stays positive. In sodium the core shifts the s and p waves by different amounts, and their relative phase makes the balance start negative, while the nucleus makes it positive at high energy.

## Why hydrogen has no zero

Take $V=-1/r$; rescaling lengths covers any nuclear charge. Let $H_l$ be the radial Hamiltonian, and define

$$A_l=\frac{d}{dr}+W_l,\quad A_l^\dagger=-\frac{d}{dr}+W_l,\quad W_l=\frac lr-\frac1l .$$

Since $W_l^2=l^2/r^2-2/r+1/l^2$ and $W_l'=-l/r^2$,

$$A_l^\dagger A_l=-\frac{d^2}{dr^2}+W_l^2-W_l'=2H_l+\frac1{l^2},$$
$$A_lA_l^\dagger=-\frac{d^2}{dr^2}+W_l^2+W_l'=2H_{l-1}+\frac1{l^2}.$$

So $A_l$ lowers $l$ at fixed energy and $A_l^\dagger$ raises it. For a bound state of principal quantum number $n$,

$$A_lu_l=a_lu_{l-1},\quad A_l^\dagger u_{l-1}=a_lu_l,\quad a_l=\sqrt{\frac1{l^2}-\frac1{n^2}} .$$

The size of $a_l$ follows from the norm of $A_lu_l$. Its sign follows from $A_lr^{l+1}\simeq(2l+1)r^l>0$ near the origin. The continuum functions obey the same relations with $b_l=\sqrt{1/l^2+k^2}$, which is the factor by which $A_l$ changes the amplitude of a distant wave.

Define the upward and downward integrals

$$X_l=\int u_{l-1}rF_l\,dr,\qquad Y_l=\int u_lrF_{l-1}\,dr,$$

and the auxiliary ones $J=\int u_l'rF_l\,dr$ and $K=\int u_lrF_l\,dr$. Two facts are needed. First, $\int u_lF_l\,dr=0$, because the functions belong to different energies of the same $H_l$. Second, integration by parts then gives $\int u_lrF_l'\,dr=-J$. Inserting the ladder relations yields

$$a_lX_l=J-\frac Kl,\qquad b_lY_l=-J-\frac Kl,$$
$$p\equiv b_{l+1}X_{l+1}=J-\frac K{l+1},\qquad q\equiv a_{l+1}Y_{l+1}=-J-\frac K{l+1}.$$

The second line gives $J=(p-q)/2$ and $K=-(l+1)(p+q)/2$. Putting these into the first line,

$$2l\,a_lX_l=(2l+1)p+q,\qquad 2l\,b_lY_l=p+(2l+1)q .$$

Every coefficient is positive. If the integrals at $l+1$ are not negative and $X_{l+1}>0$, both integrals at $l$ are positive.

The descent starts at $l+1=n$. There $a_n=0$, so $q=0$, and only $X_n>0$ must be shown. The condition $A_n^\dagger u_{n-1}=0$ gives $u_{n-1}=c\,r^ne^{-r/n}$ with $c>0$. Set $g=r^nF_n$. The radial equation for $F_n$ becomes

$$rg''-2ng'+2g+k^2rg=0 .$$

For $G(s)=\int_0^\infty e^{-sr}g\,dr$, the terms $rg''$, $g'$ and $rg$ turn into $-(s^2G)'$, $sG$ and $-G'$. Hence

$$(s^2+k^2)G'=-[2(n+1)s-2]\,G .$$

A solution of this first-order equation cannot change sign for $s>0$. At large $s$ the integral is dominated by small $r$, where $g>0$, so $G>0$ throughout. Therefore

$$X_n=c\int_0^\infty r\,e^{-r/n}g\,dr=-c\,G'(1/n)=c\,\frac{2/n}{1/n^2+k^2}\,G(1/n)>0 .$$

All hydrogen bound–free integrals are thus positive, in both channels and with any number of nodes. The argument also holds at $k=0$, where the coefficients stay positive. Nodes alone do not produce a Cooper minimum.

## What the nucleus fixes at high energy

Screening destroys the ladder, but not the sign at high energy. From $[H,z]=-ip_z$ follows $[H,[H,z]]=\partial V/\partial z$. Taking matrix elements, and cancelling the common angular factor,

$$\omega^2R=\int_0^\infty u_l\,V'(r)\,F_{l+1}\,dr .$$

For $k\gg Z$ the integral comes from small $r$. There $V'\simeq Z/r^2$, $u_l\simeq Cr^{l+1}$ with $C>0$, and $F_{l+1}\simeq\sqrt{2/(\pi k)}\,kr\,j_{l+1}(kr)$. With $t=kr$, to leading order,

$$\omega^2R\simeq ZC\sqrt{\frac2{\pi k}}\;k^{-l}I_l,\qquad I_l=\int_0^\infty t^l j_{l+1}(t)\,dt .$$

For $l=0$, $j_1=-j_0'$ gives $I_0=1$. For $l\ge1$, use $j_{l+1}=-t^l\,(t^{-l}j_l)'$ and integrate by parts. The decay of the bound function removes the term at infinity, leaving $I_l=2l\,I_{l-1}$ and so $I_l=2^l\,l!$. The sign is positive.

$R$ is continuous in $E$. If it is negative at threshold in an $l\to l+1$ channel, it must therefore cross zero, and it does so an odd number of times.

## How screening reverses the threshold sign

The sodium core is modelled by ten electrons of density $\rho$ in the shells 1s, 2s and 2p:

$$V_{\rm Na}=-\frac{11}r+V_{\rm H}[\rho]-\frac32\left(\frac{3\rho}\pi\right)^{1/3}.$$

The terms are nuclear attraction, Hartree repulsion and Slater's local exchange. The core is made self-consistent, and the outer electron then moves in this fixed potential, which tends to $-1/r$ outside the core. The radial equations are solved in a B-spline basis, and the continuum waves are matched to Coulomb functions.

A continuous path leads from hydrogen to this model:

$$V_\lambda=-\frac1r+\lambda\left(V_{\rm Na}+\frac1r\right),\qquad 0\le\lambda\le1 .$$

The third s state is followed throughout. Its quantum defect $\mu_s$ is defined by $I=1/[2(3-\mu_s)^2]$. For the p wave, $\pi\mu_p$ is the extra phase at threshold relative to the regular Coulomb wave.

| $\lambda$ | $\mu_s$ | $\mu_p$ | $R(0)$, a.u. |
|---|---|---|---|
| 0.0 | 0.00 | 0.00 | 12.98 |
| 0.2 | 0.42 | 0.12 | 4.29 |
| 0.4 | 0.76 | 0.30 | −0.34 |
| 0.6 | 1.06 | 0.55 | −0.91 |
| 0.8 | 1.35 | 0.82 | −0.53 |
| 1.0 | 1.64 | 1.07 | −0.25 |

The s wave penetrates the core more and is displaced more. The threshold integral changes sign at $\lambda=0.370$, where $\mu_s-\mu_p=0.45$. The difference does not determine $R(0)$ alone: it is largest at $\lambda=1$ (0.57, against 0.51 at $\lambda=0.6$), where $R(0)$ is less negative than at $\lambda=0.6$. These values take $\mu_s$ at the bound 3s energy. With $\mu_s$ also taken at threshold, the difference is 0.45, 0.49 and 0.47 at $\lambda=0.4$, 0.6 and 1, and again it does not order the values of $R(0)$. Nor does a larger s shift always make $R(0)$ negative: the $\lambda=1$ orbital 3s combined with the unshifted hydrogen p wave gives $R(0)=+1.35$ a.u. The sign depends on the relative phase of the two waves.

The zero enters the continuum through threshold. When $\lambda$ is 0.01 below the crossing, no zero is found up to 136 eV. When it is 0.01 above, there is one, at 0.095 eV.

## The number for sodium

At $\lambda=1$ the 3s orbital has nodes at 0.19 and 0.98 bohr, so its outer lobe is positive. At threshold the p wave has its first two nodes at 1.01 and 4.70 bohr and is negative between them. That negative lobe lies over much of the outer 3s lobe. Adding the positive and negative parts of the integrand separately gives

$$R(0)=2.875-3.123=-0.248\ \text{a.u.}$$

At a photoelectron energy of 0.93 eV the second p node has moved in to 4.45 bohr, and

$$R=2.874-2.874=0 .$$

The positive part has hardly changed; the negative part has shrunk until the two cancel. The model binding energy is 7.38 eV, so the photon energy at the zero is $7.38+0.93=8.31$ eV. This is the one zero found up to 136 eV.

At 5 eV, $R=+0.333$. The cross section relative to threshold follows from $\sigma\propto\omega R^2$:

$$\frac{\sigma(5\ \text{eV})}{\sigma(0)}=\frac{12.38}{7.38}\left(\frac{0.333}{0.248}\right)^2\simeq3.0 ,$$

which corresponds to 0.135 Mb against 0.045 Mb. The cross section thus falls from 0.045 Mb to zero and rises again.

These energies belong to the model. The measured binding energy is roughly 5 eV, so the potential binds 3s much too strongly. Multiplying the exchange term by 2/3 lowers the binding energy to 6.5 eV and moves the zero to 1.2 eV. The zero survives this change, but its position is not a prediction for real sodium. Nonlocal exchange, core polarization, relaxation and correlation are all missing.

## What nodes do and do not decide

In the same kind of model, which also overbinds lithium (6.8 eV against about 5.4 eV measured), lithium 2s has one node, yet its threshold integral is $+2.25$ a.u. and no zero appears up to 136 eV. Sodium 2s→p has none in that range either. A node makes room for cancellation; the phases decide whether it happens.

The nodeless sodium channels 1s→p and 2p→d also show no zero up to 136 eV. This fits the association of Cooper minima with nodes, but it is not a theorem for every potential. Consider a square well of depth $V_0$ and radius $a$. Its force acts only at the edge, $V'=V_0\,\delta(r-a)$, so

$$\omega^2R=V_0\,u(a)\,F(a).$$

This vanishes whenever the continuum wave has a node at the edge, even if $u$ has none. For $V_0=4$ hartree and $a=1$ bohr, the nodeless s state has such a zero at $E=6.10$ hartree. The well lacks the nuclear singularity that fixed the high-energy sign above.

Finally, a zero of $R$ makes the total cross section vanish only if no other channel contributes. An initial state with $l>0$ also has the $l\to l-1$ channel. For an s electron, spin–orbit coupling gives the $p_{1/2}$ and $p_{3/2}$ waves different radial functions. Their zeros then generally lie at different energies, and the cross section has a minimum above zero.

All numerical values are calculated from the stated model.
